# Thermal Width of an Inelastic Tunnelling Feature from a Sharp Vibrational Mode

## First half: from tunnelling rates to the line shape

### The result

Two metal electrodes at the same temperature \(T\) are separated by a thin dielectric that contains a vibrational mode of energy \(w\). When the bias \(V\) passes \(w/e\), an electron can cross the barrier and leave one quantum of vibration behind. The second derivative of the current then shows a peak. If the mode is sharp on the scale of \(k_BT\), and if \(w\) is much larger than \(k_BT\), the peak has the form

\[
\frac{d^2I}{dV^2}=\Delta G\,\frac{e}{k_BT}\,g(x),\qquad x=\frac{eV-w}{k_BT},
\]

\[
g(x)=\frac{e^{x}\left[(x-2)e^{x}+x+2\right]}{(e^{x}-1)^3}.
\]

Here \(\Delta G\) is the step in conductance that the mode would cause at zero temperature. The full width of the peak at half its maximum height is

\[
W=4u\,\frac{k_BT}{e},\qquad 6(u\cosh u-\sinh u)=\sinh^3u,\quad u>0 .
\]

The root is \(u=1.3598\), so \(W=5.44\,k_BT/e\), or \(5.4\,k_BT/e\) to two figures. Under the assumptions listed in the next section, in particular a mode occupation that does not change with bias and featureless densities of states, the width depends on temperature and on no property of the mode or the barrier. It comes from the thermal rounding of the two Fermi edges, one in each electrode.

### Model and conventions

The charge \(e\) is positive, and the electron has charge \(-e\). A positive bias \(V\) raises the Fermi level of the left electrode above that of the right one by \(eV\):

\[
\mu_L=\mu_R+eV .
\]

The current \(I\) is \(e\) times the net number of electrons that cross from left to right per second, so \(I\) and \(V\) have the same sign. I write \(\theta=k_BT\) for the thermal energy.

In each electrode the energy \(E\) of an electron is measured from that electrode's own Fermi level. The occupation is then the same function on both sides,

\[
f(E)=\frac{1}{e^{E/\theta}+1},
\]

and the bias enters through the energy balance of the tunnelling event alone.

The coupling that moves an electron across the barrier while changing the vibration is taken as

\[
H'=m\,(b+b^\dagger)\sum_{l,r,\sigma}\left(c^\dagger_{r\sigma}c_{l\sigma}+c^\dagger_{l\sigma}c_{r\sigma}\right),
\]

where \(b\) removes a quantum from the mode, \(c_{l\sigma}\) and \(c_{r\sigma}\) remove electrons of spin \(\sigma\) from left and right states, and \(m\) is a real energy. Four assumptions are made about it.

- The coupling is weak, so the rates follow from the golden rule and each event changes the vibration by one quantum.
- The value of \(m\) and the densities of states \(\rho_L\) and \(\rho_R\), counted per spin, are constant over the energies that matter.
- The elastic current, which leaves the vibration unchanged, has a smooth second derivative that can be subtracted as a background. In particular, the elastic channel has no structure of its own at the threshold.
- The mean number of quanta in the mode, \(N\), does not depend on the bias. It need not have its equilibrium value.

### The rate of one process

Consider an electron that starts on the left with energy \(E\), crosses to the right, and emits a quantum. Its total energy at the start is \(\mu_L+E\). At the end it is \(\mu_R+E'\), and the vibration has gained \(w\). Conservation of energy gives

\[
\mu_L+E=\mu_R+E'+w
\quad\Longrightarrow\quad
E'=E+eV-w .
\]

Relative to the local Fermi level, the electron has gained the energy \(D=eV-w\).

The operator \(b^\dagger\) raises a vibrational state with \(n\) quanta to one with \(n+1\), with squared matrix element \(n+1\). Its average over the states of the mode is \(N+1\). The golden rule, with a factor 2 for spin, gives the number of such events per second:

\[
\Gamma=2\,\frac{2\pi}{\hbar}\,m^2(N+1)\int\! dE\,\rho_L\int\! dE'\,\rho_R\,
f(E)\left[1-f(E')\right]\delta(E+eV-w-E').
\]

The factor \(f(E)\) requires an electron in the initial state, and \(1-f(E')\) requires an empty final state. The delta function removes the integral over \(E'\). With the constant factors taken outside,

\[
\Gamma=\frac{4\pi}{\hbar}m^2\rho_L\rho_R\,(N+1)\,F(eV-w),
\]

\[
F(D)=\int_{-\infty}^{\infty}f(E)\left[1-f(E+D)\right]dE .
\]

The function \(F(D)\) has the dimension of energy. It measures the range of initial energies from which the process can take place.

The contribution to the current is \(e\Gamma\). It is convenient to define

\[
\Delta G=\frac{4\pi e^2}{\hbar}m^2\rho_L\rho_R ,
\]

so that

\[
e\Gamma=\frac{\Delta G}{e}(N+1)F(eV-w).
\]

To see what \(\Delta G\) means, let the temperature go to zero with \(N=0\). Initial states are then filled for \(E<0\), and final states are empty for \(E+D>0\). Both conditions hold for \(-D<E<0\), an interval of length \(D\) if \(D>0\) and an empty one otherwise. For \(eV>w\) the current from this process is therefore \((\Delta G/e)(eV-w)\), with slope \(\Delta G\), while below threshold it is zero. The conductance jumps by \(\Delta G\) at \(eV=w\), and its derivative is an infinitely narrow peak. A nonzero temperature gives this peak its width.

### The counting integral in closed form

The integral \(F(D)\) can be done with an identity for Fermi functions. Let \(A=e^{a/\theta}\) and \(B=e^{b/\theta}\). Then

\[
f(a)\left[1-f(b)\right]=\frac{1}{1+A}\,\frac{B}{1+B},
\]

\[
f(a)-f(b)=\frac{1}{1+A}-\frac{1}{1+B}=\frac{B-A}{(1+A)(1+B)} .
\]

Dividing the first line by the second gives \(B/(B-A)=1/(1-A/B)\), and hence

\[
f(a)\left[1-f(b)\right]=\frac{f(a)-f(b)}{1-e^{(a-b)/\theta}} .
\]

For \(a=E\) and \(b=E+D\) the denominator is \(1-e^{-D/\theta}\), which does not depend on \(E\). It can be taken out of the integral:

\[
F(D)=\frac{1}{1-e^{-D/\theta}}\int_{-\infty}^{\infty}\left[f(E)-f(E+D)\right]dE .
\]

The remaining integral is found by writing the difference as an integral of the slope,

\[
f(E)-f(E+D)=-\int_0^{D}f'(E+s)\,ds .
\]

Integrate over \(E\) first. For every \(s\), \(-\int f'(E+s)\,dE=f(-\infty)-f(\infty)=1\). The integral over \(s\) then gives \(D\), for either sign of \(D\). Therefore

\[
F(D)=\frac{D}{1-e^{-D/\theta}} .
\]

For \(D\gg\theta\) this tends to \(D\), the zero-temperature result. For \(D\) negative and large in size it tends to \(|D|e^{-|D|/\theta}\): below threshold the process needs thermally excited electrons in the first electrode, thermally emptied states in the second, or both. At \(D=0\) the limit is \(F=\theta\), so the current is already present at threshold.

One more property is needed. With \(y=D/\theta\),

\[
F(D)-F(-D)=D\left[\frac{1}{1-e^{-y}}+\frac{1}{1-e^{y}}\right]
=D\left[\frac{e^y}{e^y-1}-\frac{1}{e^y-1}\right]=D .
\]

Differentiating this twice gives \(F''(D)-F''(-D)=0\), so \(F''\) is an even function.

### The net current and the role of the occupation

Four processes contribute. An electron may go from left to right or from right to left, and it may emit a quantum or absorb one. Absorption carries the factor \(N\) in place of \(N+1\), and the electron gains \(w\) where it would have lost it. Reversing the direction of travel replaces \(eV\) by \(-eV\). The coupling \(m\) is the same in both directions because \(H'\) is Hermitian. The net current is

\[
\begin{aligned}
I=\frac{\Delta G}{e}\big[&(N+1)F(eV-w)+N\,F(eV+w)\\
&-(N+1)F(-eV-w)-N\,F(-eV+w)\big].
\end{aligned}
\]

Collect the terms proportional to \(N\) in pairs with opposite arguments, and use \(F(D)-F(-D)=D\):

\[
\begin{aligned}
&N\left[F(eV-w)-F(-eV+w)\right]+N\left[F(eV+w)-F(-eV-w)\right]\\
&\qquad=N(eV-w)+N(eV+w)=2N\,eV .
\end{aligned}
\]

The current becomes

\[
I=\frac{\Delta G}{e}\left[F(eV-w)-F(-eV-w)\right]+2\,\Delta G\,N\,V .
\]

Within this model, a constant occupation adds an ohmic current and nothing else. The reason can be seen from the first pair. As the bias passes \(w/e\), stimulated emission by electrons going right switches on. At the same bias, absorption by electrons going left switches off. The two thermal steps have the same shape, and together they leave a straight line.

The second derivative therefore does not contain a constant \(N\), whether or not \(N\) is thermal. If the current itself heats the mode, so that \(N\) changes with bias, the last term contributes

\[
2\,\Delta G\,\frac{d^2(NV)}{dV^2}=2\,\Delta G\left(2\frac{dN}{dV}+V\frac{d^2N}{dV^2}\right),
\]

and the line shape derived below is no longer the whole signal.

### The second derivative

For constant \(N\), each derivative with respect to \(V\) brings a factor \(e\) from \(F(eV-w)\) and a factor \(-e\) from \(F(-eV-w)\). Two derivatives give \(e^2\) in both cases, so

\[
\frac{d^2I}{dV^2}=\Delta G\,e\left[F''(eV-w)-F''(-eV-w)\right]
=\Delta G\,e\left[F''(eV-w)-F''(eV+w)\right],
\]

where the last step uses the evenness of \(F''\). The first term is the peak at \(eV=w\). The second is its mirror image, a dip at \(eV=-w\). The whole expression is odd in \(V\), as it must be for a junction whose current is odd in \(V\).

It remains to differentiate \(F\). With \(x=D/\theta\),

\[
F=\theta\,\frac{x}{1-e^{-x}}=\theta\,\frac{x\,e^x}{e^x-1}=\theta\left(x+x\,q\right),\qquad q=\frac{1}{e^x-1}.
\]

The term \(x\) has no second derivative. For the other term, \((xq)''=2q'+xq''\), with

\[
q'=-\frac{e^x}{(e^x-1)^2},
\]

\[
q''=-\frac{e^x}{(e^x-1)^2}+\frac{2e^{2x}}{(e^x-1)^3}=\frac{e^x(e^x+1)}{(e^x-1)^3}.
\]

Putting both terms over the common denominator gives

\[
2q'+xq''=\frac{-2e^x(e^x-1)+x\,e^x(e^x+1)}{(e^x-1)^3}
=\frac{e^x\left[(x-2)e^x+x+2\right]}{(e^x-1)^3}=g(x).
\]

Two derivatives with respect to \(D\) bring a factor \(1/\theta^2\), and \(F\) carries a factor \(\theta\), so \(F''(D)=g(D/\theta)/\theta\). The second derivative of the current is

\[
\frac{d^2I}{dV^2}=\Delta G\,\frac{e}{\theta}\left[g\!\left(\frac{eV-w}{\theta}\right)-g\!\left(\frac{eV+w}{\theta}\right)\right].
\]

When \(w\gg\theta\), the second term is negligible near \(eV=w\), and the line shape stated at the start follows.

## Second half: the width and its limits

### What is carried over

The thermal energy is \(\theta=k_BT\), the mode energy is \(w\), and \(\Delta G\) is the zero-temperature conductance step. The Fermi function \(f(E)\) is measured from the Fermi level of each electrode. The counting integral is

\[
F(D)=\int f(E)\left[1-f(E+D)\right]dE,\qquad F''(D)=\frac{1}{\theta}\,g\!\left(\frac{D}{\theta}\right),
\]

and the second derivative of the current, with a constant occupation of the mode, is \(\Delta G\,(e/\theta)\,[g(x)-g(x_+)]\), where \(x=(eV-w)/\theta\) and \(x_+=(eV+w)/\theta\). The term \(g(x_+)\) is the mirror feature. It is left out until the worked example.

### The top and the tails of the line

Set \(x=2u\). Then \(e^x-1=2e^u\sinh u\), and the bracket in the numerator of \(g\) is

\[
x(e^{2u}+1)-2(e^{2u}-1)=e^u\left(2x\cosh u-4\sinh u\right)=4e^u(u\cosh u-\sinh u).
\]

With the prefactor \(e^x=e^{2u}\), the numerator is \(4e^{3u}(u\cosh u-\sinh u)\). The denominator is \(8e^{3u}\sinh^3u\). Hence

\[
g=\frac{u\cosh u-\sinh u}{2\sinh^3u}.
\]

Numerator and denominator are both odd in \(u\), so \(g\) is even, and the peak is symmetric about \(eV=w\).

For small \(u\), the series of the hyperbolic functions give

\[
u\cosh u-\sinh u=\frac{u^3}{3}+\frac{u^5}{30}+\dots,\qquad
\sinh^3u=u^3\left(1+\frac{u^2}{2}+\dots\right),
\]

\[
g=\frac12\left(\frac13+\frac{u^2}{30}\right)\left(1-\frac{u^2}{2}\right)+\dots
=\frac16-\frac{u^2}{15}+\dots=\frac16-\frac{x^2}{60}+\dots
\]

The height at the centre is therefore \(\Delta G\,e/(6k_BT)\). For large positive \(x\), the original form of \(g\) gives \(g\approx(x-2)e^{-x}\).

### Two Fermi edges make the width

Differentiate the counting integral directly. The first derivative is \(F'(D)=-\int f(E)f'(E+D)\,dE\), and the second is

\[
F''(D)=-\int f(E)f''(E+D)\,dE=\int f'(E)f'(E+D)\,dE .
\]

The last step is an integration by parts, whose boundary term vanishes because \(f'\) vanishes at both ends. Define the positive function

\[
k(E)=-f'(E)=\frac{1}{4\theta\cosh^2(E/2\theta)} .
\]

Then

\[
F''(D)=\int k(E)\,k(E+D)\,dE .
\]

One factor \(k\) describes the rounded edge of the filled states in the first electrode, and the other the rounded edge of the empty states in the second. The line is the overlap of the two, displaced by \(D\).

This form gives the area and the variance of the line. Since \(\int k\,dE=1\), the area of \(F''\) over \(D\) is 1, and so is the area of \(g\) over \(x\). The area of the peak over voltage is \(\Delta G\) at any temperature for which the line is isolated: heating lowers and widens the peak but keeps its area.

For the variance, treat \(E\) and \(E'=E+D\) as independent quantities, each distributed with density \(k\). Their difference is \(D\), so the variance of \(D\) is twice that of one edge. Integration by parts gives for one edge

\[
\int E^2k\,dE=2\int_0^\infty E^2(-f')\,dE=4\int_0^\infty E f\,dE
=4\theta^2\int_0^\infty\frac{t\,dt}{e^t+1}.
\]

Expanding \(1/(e^t+1)\) in powers of \(e^{-t}\) turns the last integral into \(1-\tfrac14+\tfrac19-\dots=\pi^2/12\). One edge has variance \(\pi^2\theta^2/3\), and the line has \(2\pi^2\theta^2/3=6.58\,\theta^2\). Direct numerical integration of \(g\) gives the same value.

If one electrode is much colder than the other, its factor \(k\) shrinks to a delta function, and a single edge is left. The half height of \(k\) lies where \(\cosh^2(E/2\theta)=2\), which gives \(E=\pm2\theta\ln(1+\sqrt2)\). The full width is then

\[
4\ln(1+\sqrt2)\,\frac{k_BT}{e}=3.53\,\frac{k_BT}{e},
\]

with \(T\) the temperature of the warmer electrode. A numerical evaluation with a temperature ratio of 0.02 gives 3.527, against 3.525 from the formula.

Variances add when two independent edges are combined. Widths at half height add in quadrature for Gaussian shapes, but not in general. Here \(\sqrt2\times3.525=4.99\), which is 8% below the true coefficient 5.44.

### One half-height point on each side

A width at half height is well defined if the line falls steadily from its centre. To show that it does, differentiate \(F''\) and substitute \(y=E+D\):

\[
F'''(D)=\int k(E)k'(E+D)\,dE=\int_{-\infty}^{\infty}k(y-D)\,k'(y)\,dy .
\]

In the part with negative \(y\), replace \(y\) by \(-y\). Because \(k\) is even, \(k'(-y)=-k'(y)\) and \(k(-y-D)=k(y+D)\). The two parts combine to

\[
F'''(D)=\int_0^\infty k'(y)\left[k(y-D)-k(y+D)\right]dy .
\]

For \(y>0\) the slope \(k'(y)\) is negative. For \(D>0\) the distance \(|y-D|\) is smaller than \(y+D\), so the bracket is positive. Hence \(F'''(D)<0\) for every \(D>0\). The line falls from \(1/6\) at the centre to zero far away, and it passes half height once on each side.

### The number 5.44

Half of the central height \(1/6\) is \(1/12\). The condition for the half-height point is

\[
\frac{u\cosh u-\sinh u}{2\sinh^3u}=\frac{1}{12}
\quad\Longleftrightarrow\quad
6(u\cosh u-\sinh u)=\sinh^3u .
\]

The positive root is \(u=1.3598\). It can be checked by hand: \(\cosh u=2.076\) and \(\sinh u=1.819\), and both sides of the equation come to 6.02.

The half-height points lie at \(x=\pm2u=\pm2.720\), a distance \(4u=5.439\) apart. Since \(x\) changes by one when \(V\) changes by \(k_BT/e\),

\[
W=5.44\,\frac{k_BT}{e}.
\]

### How sharp the mode must be

Suppose the mode energies are spread symmetrically about \(w\), with standard deviation \(s\,k_BT\), while the total step remains \(\Delta G\). The line is then an average of displaced copies of \(g\). If \(\eta\) is the displacement in units of \(k_BT\), the odd terms of the Taylor series average to zero and

\[
\langle g(x-\eta)\rangle=g(x)+\frac{s^2}{2}g''(x)+\dots
\]

Let the half-height point move from \(h=2u\) to \(h+\delta\). To first order in \(s^2\), the condition that the line there is half its new central height reads

\[
g(h)+g'(h)\,\delta+\frac{s^2}{2}g''(h)=\frac12g(0)+\frac{s^2}{4}g''(0).
\]

The terms \(g(h)\) and \(g(0)/2\) cancel. Solving for \(\delta\) and doubling it, because both sides move, changes the width coefficient by

\[
2\delta=c\,s^2,\qquad c=\frac{g''(h)-\tfrac12g''(0)}{-g'(h)}=0.613 .
\]

For a Gaussian spread with \(s=0.5\), this predicts \(5.439+0.153=5.592\). The full average gives 5.589, a widening of 3% relative to the sharp mode. At \(s=1\) the full average gives 6.01, a widening of 10%. A Lorentzian mode has no finite variance, and this expansion does not apply to it.

The same formula describes a small measuring modulation. Let the bias be \(V+V_m\cos\varphi\), varied slowly enough for the current to follow. The amplitude of the second harmonic is \((1/\pi)\int_0^{2\pi}I\cos2\varphi\,d\varphi\). Two integrations by parts turn it into

\[
\frac{V_m^2}{3\pi}\int_0^{2\pi}\frac{d^2I}{dV^2}\bigg|_{V+V_m\cos\varphi}\sin^4\varphi\,d\varphi .
\]

This is an average of the second derivative over nearby voltages, with weight \(\sin^4\varphi\). The mean square displacement is

\[
V_m^2\,\frac{\int\cos^2\varphi\,\sin^4\varphi\,d\varphi}{\int\sin^4\varphi\,d\varphi}
=V_m^2\,\frac{\pi/8}{3\pi/4}=\frac{V_m^2}{6}.
\]

Thus \(s^2=(eV_m/k_BT)^2/6\), and to leading order the coefficient grows by \(0.10\,(eV_m/k_BT)^2\). The value 5.44 belongs to the limit of vanishing modulation.

### Worked example

Take the round model parameters \(w=100\) meV and \(\Delta G=1\) µS. The current was computed from the energy integrals of all four processes and differentiated numerically, and the width was read from the resulting curve.

At 4.2 K the thermal energy is 0.3619 meV. The formula gives

\[
W=5.439\times0.3619\ \text{mV}=1.97\ \text{mV},
\]

and a peak height of \(1\ \text{µS}/(6\times0.3619\ \text{mV})=460\) µS/V. The numerical curve gives the same width and height. At 77 K, where \(k_BT=6.635\) meV, formula and curve agree again, at 36.1 mV and 25.1 µS/V.

At 300 K they differ. Here \(k_BT=25.85\) meV, and \(w\) is only 3.87 times as large. The comparison is as follows.

- Width: 140.6 mV from the isolated-line formula, 132.0 mV from the curve.
- Peak height: 6.45 µS/V from the formula, 6.35 µS/V from the curve.
- Peak position: 100 mV for an isolated line, 101.5 mV from the curve.

The thermal occupation, \(N=0.021\), is not the cause, since a constant \(N\) drops out of the second derivative. The cause is the mirror term \(-g(x_+)\). The isolated line would reach half height on its low side at \(100-70.3=29.7\) mV. At that bias

\[
x_+=\frac{29.7+100}{25.85}=5.02,
\]

and \(g(5.02)\approx0.021\), which is a quarter of the half height \(1/12\). The subtraction pulls the low flank inwards. On the high side, at 170.3 mV, \(x_+=10.5\) and the mirror term is below 1% of the half height. The line becomes narrower by 6% relative to the formula, and it is no longer symmetric.

The shift of the peak has the same origin. Near the top the curve is \(\tfrac16-x^2/60-g(x_+)\). Its slope vanishes at \(x\approx-30\,g'(2w/k_BT)\). With the tail form \(g'(x)\approx-(x-3)e^{-x}\) at \(2w/k_BT=7.74\), this gives \(x\approx0.06\), or about 1.6 mV, close to the 1.5 mV found from the curve.

### Using the width

The isolated-line result requires the mirror term to be small at the lower half-height point, where \(x_+=2w/k_BT-2.72\). This is a stronger demand than smallness at the peak, and a low-energy mode fails it first.

A measured width well above \(5.44\,k_BT/e\) can come from a spread of mode energies, from modulation, or from electrons warmer than the thermometer. Two causes outside the model can also widen the line: an occupation of the mode that grows with bias, and a resistance in series with the junction, which takes up part of the applied voltage. The width alone does not tell these apart. Since the thermal width is proportional to \(T\), at 0.469 mV per kelvin, measurements at several temperatures help to separate it from a fixed spread.

A width below the thermal value calls for a different check. It may mean that one electrode is colder, that the mirror feature overlaps the line, or that an assumption of the model has failed. If the elastic channel has structure at threshold, or the densities of states vary within a few \(k_BT\), as in a superconducting electrode, the signal need not have the shape \(g\), and its width cannot be converted into a temperature with this coefficient.

The numerical output below lists the computed widths, peak heights and peak positions.

## Computed results

```
half-height root u: 1.35979
half-height point x = 2u: 2.71958
full width coefficient 4u: 5.4392 kT/e
peak of g(x): 0.16667
area of g(x), numerical: 1.000000
variance of g(x), numerical: 6.5797 (kT)^2
one-edge width, formula: 3.5255 kT/e
temperature ratio in cold-electrode test: 0.02
cold-electrode width, numerical: 3.5269 kT/e
one-edge width times sqrt(2): 4.9858 kT/e
mode-spread factor c: 0.6128
mode-spread factor, numerical at s=0.1: 0.6122
width with mode spread s=0.2 kT: 5.4636 kT/e
width with mode spread s=0.5 kT: 5.5890 kT/e
width with mode spread s=1.0 kT: 6.0053 kT/e
mode energy: 100.0 meV
conductance step: 1.0 uS
T=4.2 K: kT = 0.3619 meV, w/kT = 276.298
T=4.2 K: mode occupation N = 1.012e-120
T=4.2 K: width, isolated-line formula = 1.969 mV
T=4.2 K: width, from current = 1.969 mV
T=4.2 K: width coefficient, from current = 5.4392 kT/e
T=4.2 K: peak bias, from current = 100.00 mV
T=4.2 K: peak height, formula = 460.497 uS/V
T=4.2 K: peak height, from current = 460.497 uS/V
T=77.0 K: kT = 6.6353 meV, w/kT = 15.071
T=77.0 K: mode occupation N = 2.850e-07
T=77.0 K: width, isolated-line formula = 36.091 mV
T=77.0 K: width, from current = 36.091 mV
T=77.0 K: width coefficient, from current = 5.4392 kT/e
T=77.0 K: peak bias, from current = 100.00 mV
T=77.0 K: peak height, formula = 25.118 uS/V
T=77.0 K: peak height, from current = 25.118 uS/V
T=300.0 K: kT = 25.8520 meV, w/kT = 3.868
T=300.0 K: mode occupation N = 2.134e-02
T=300.0 K: width, isolated-line formula = 140.613 mV
T=300.0 K: width, from current = 131.961 mV
T=300.0 K: width coefficient, from current = 5.1045 kT/e
T=300.0 K: peak bias, from current = 101.54 mV
T=300.0 K: peak height, formula = 6.447 uS/V
T=300.0 K: peak height, from current = 6.352 uS/V
```
